**Hole counting for the 4p-to-4d dipole strength**

The program tests the rule \(S=\tfrac25(10-n)R^2\) for the total dipole strength of any state of \(4p^64d^n\), where \(n\) is the number of 4d electrons and \(R=\langle4d|r|4p\rangle\). It builds the strength operator in the full determinant space for \(n=0\) to 9, with angular integrals from quadrature, and asserts that it is the stated multiple of the identity. For \(n=4\) it diagonalizes a model Hamiltonian with round parameters in the rough regime of Sn¹⁰⁺ and asserts that the explicit sum over 1512 final eigenstates gives the same strength for all 210 lower states. It also asserts the average over magnetic components for one polarization, the mean emission strength \((n+1)R^2/15\), the 4d-to-4f strength for three values of \(n\), and several properties of the Hamiltonian. The output shows \(S=2.4\,a_0^2\) for every lower state, while the total oscillator strength varies from 5.02 to 5.46. Mixing of \(4p^44d^6\) into the initial state lowers the strength by 12 percent on average and makes it depend on the level.

## Verification by program

```python
# Result under test: every state of 4p6 4d^n has the total 4p-to-4d strength
#   S = sum over final states f and polarizations q of |<f|D_q|state>|^2
#     = (2/5) (10 - n) R^2,
# D_q = sum_i r_i C1_q(i) (charge e = 1), R = <4d|r|4p>, n = number of 4d electrons.
# Many-electron states are bit masks of occupied spin-orbitals (p, then d, then f).
# Model: round parameters in the rough regime of Sn10+ (4d^4); F0 integrals are
# absorbed in the chosen mean separation of the configurations.
import numpy as np
from itertools import combinations
from math import factorial, pi, sqrt
from scipy import constants as const
from scipy.sparse import csr_matrix, diags
from scipy.special import lpmv

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
HC = const.h * const.c / const.e * 1e9          # eV nm

# ---------------- model parameters (eV, Bohr radii) ----------------
F2dd, F4dd, F2pd, F2pp, G1pd, G3pd = 12.0, 8.0, 13.0, 13.0, 16.0, 10.0
zeta_p, zeta_d = 6.0, 0.6
mean_separation = 80.0
R_pd, R_df = 1.0, 0.9
radial_deficit = 0.03                            # 4p1/2 relative to 4p3/2

# ---------------- spin-orbitals and one-electron matrices ----------------
orbitals = [(l, m, s) for l in (1, 2, 3) for m in range(-l, l + 1) for s in (0.5, -0.5)]
index = {orb: i for i, orb in enumerate(orbitals)}
N = len(orbitals)
P, D, F = range(0, 6), range(6, 16), range(16, 30)
L = np.array([o[0] for o in orbitals])
x_nodes, x_weights = np.polynomial.legendre.leggauss(16)


def theta(l, m):
    a = abs(m)
    norm = sqrt((2 * l + 1) / 2 * factorial(l - a) / factorial(l + a))
    return (-1) ** (a if m < 0 else 0) * norm * lpmv(a, l, x_nodes)


THETA = {(l, m): theta(l, m) for l in range(5) for m in range(-l, l + 1)}


def harmonic_matrix(k, q):
    """<i| C^k_q |j> by quadrature over the polar angle."""
    out = np.zeros((N, N))
    for i, (l, m, s) in enumerate(orbitals):
        for j, (l2, m2, s2) in enumerate(orbitals):
            if s == s2 and m == m2 + q:
                out[i, j] = sqrt(2 / (2 * k + 1)) * np.sum(
                    x_weights * THETA[l, m] * THETA[k, q] * THETA[l2, m2])
    return out


C = {(k, q): harmonic_matrix(k, q) for k in range(1, 5) for q in range(-k, k + 1)}


def part(matrix, l_row, l_col):
    return matrix * np.outer(L == l_row, L == l_col)


l_plus, s_plus = np.zeros((N, N)), np.zeros((N, N))
for (l, m, s), j in index.items():
    if m < l:
        l_plus[index[l, m + 1, s], j] = sqrt(l * (l + 1) - m * (m + 1))
    if s < 0:
        s_plus[index[l, m, 0.5], j] = 1.0
m_l = np.array([o[1] for o in orbitals])
m_s = np.array([o[2] for o in orbitals])
l_dot_s = np.diag(m_l * m_s) + 0.5 * (l_plus @ s_plus.T + l_plus.T @ s_plus)


# ---------------- many-electron machinery ----------------
def configuration(n_p, n_d, n_f=0):
    return np.array([sum(1 << i for i in a + b + c) for a in combinations(P, n_p)
                     for b in combinations(D, n_d) for c in combinations(F, n_f)],
                    dtype=np.int64)


def parity(mask):
    mask = mask.copy()
    for shift in (16, 8, 4, 2, 1):
        mask ^= mask >> shift
    return mask & 1


def hops(source, target, create, destroy):
    """All nonzero <target| a+_i a_j |source> with their signs."""
    order = np.argsort(target)
    ordered = target[order]
    found = []
    for j in destroy:
        cols = np.nonzero((source >> j) & 1)[0]
        removed = source[cols] ^ (1 << j)
        par_j = parity(removed & ((1 << j) - 1))
        for i in create:
            free = ((removed >> i) & 1) == 0
            new = removed[free] | (1 << i)
            place = np.minimum(np.searchsorted(ordered, new), len(target) - 1)
            ok = ordered[place] == new
            par = (par_j[free] + parity(removed[free] & ((1 << i) - 1)))[ok]
            count = int(ok.sum())
            found.append((order[place[ok]], cols[free][ok], np.full(count, i),
                          np.full(count, j), 1.0 - 2.0 * (par % 2)))
    return [np.concatenate(c) for c in zip(*found)], (len(target), len(source))


def operator(matrix, hop):
    (rows, cols, i, j, sign), shape = hop
    values = matrix[i, j] * sign
    keep = values != 0
    return csr_matrix((values[keep], (rows[keep], cols[keep])), shape=shape)


# ---------------- strength operator for every n ----------------
strength_by_n = {}
for n in range(10):
    hop = hops(configuration(6, n), configuration(5, n + 1), D, P)
    W = 0
    for q in (-1, 0, 1):
        d_q = operator(R_pd * C[1, q], hop)
        W = W + d_q.T @ d_q
    W = W.toarray()
    assert np.allclose(W, 0.4 * (10 - n) * R_pd**2 * np.eye(len(W)), atol=1e-11)
    strength_by_n[n] = np.trace(W) / len(W)

# companion channel 4d -> empty 4f
for n in (1, 4, 8):
    hop = hops(configuration(6, n), configuration(6, n - 1, 1), F, D)
    W = 0
    for q in (-1, 0, 1):
        d_q = operator(R_df * C[1, q], hop)
        W = W + d_q.T @ d_q
    W = W.toarray()
    assert np.allclose(W, 0.6 * n * R_df**2 * np.eye(len(W)), atol=1e-11)
    if n == 4:
        strength_df = np.trace(W) / len(W)

# one-electron angular sums for each d orbital
T = sum(part(C[1, q], 2, 1) @ part(C[1, q], 2, 1).T for q in (-1, 0, 1))
angular_factor = np.trace(T) / 10
assert np.allclose(T[6:16, 6:16], 0.4 * np.eye(10), atol=1e-12)

# ---------------- Hamiltonian for n = 4 ----------------
n = 4
blocks = [configuration(6 - a, n + a) for a in range(4)]   # last: intermediate states only
edges = np.cumsum([0] + [len(b) for b in blocks])
low, up, double = [slice(edges[a], edges[a + 1]) for a in range(3)]
used = edges[3]
space = np.concatenate(blocks)
hop = hops(space, space, range(16), range(16))

two_body = csr_matrix((len(space), len(space)))
g = np.zeros((16,) * 4)                                    # <ij|V|kl>
for (k, q), c in C.items():
    if k % 2:
        pd = part(c, 1, 2) + part(c, 2, 1)
        terms = [({1: G1pd, 3: G3pd}[k], pd, pd)]
    else:
        pp, dd = part(c, 1, 1), part(c, 2, 2)
        terms = [(F4dd, dd, dd)] if k == 4 else [
            (F2dd, dd, dd), (F2pp, pp, pp), (F2pd, pp, dd), (F2pd, dd, pp)]
    for radial, A, B in terms:
        pair = operator(A, hop) @ operator(B, hop).T - operator(A @ B.T, hop)
        two_body = two_body + 0.5 * radial * pair
        g += radial * np.einsum("ik,lj->ijkl", A[:16, :16], B[:16, :16])

# checks of the interaction: determinant energies and double excitations
occ = ((space[:, None] >> np.arange(16)) & 1).astype(float)
direct_minus_exchange = np.einsum("ijij->ij", g) - np.einsum("ijji->ij", g)
det_energy = 0.5 * ((occ @ direct_minus_exchange) * occ).sum(axis=1)
assert np.allclose(two_body.diagonal()[:used], det_energy[:used], atol=1e-9)
anti = g[6:, 6:, :6, :6] - g[6:, 6:, :6, :6].transpose(0, 1, 3, 2)
pair_square = 0.5 * (anti**2).sum(axis=(2, 3))
holes = 1 - occ[low, 6:]
coupling = two_body[double, low]
coupling_norm = np.asarray(coupling.multiply(coupling).sum(axis=0)).ravel()
assert np.allclose(coupling_norm, 0.5 * ((holes @ pair_square) * holes).sum(axis=1))
quintet = np.zeros(16)
quintet[[index[2, m, 0.5] for m in (2, 1, 0, -1)]] = 1
assert abs(0.5 * quintet @ direct_minus_exchange @ quintet + 3 / 7 * (F2dd + F4dd)) < 1e-9
shell_shift = direct_minus_exchange[:6, 6:].sum(axis=0)
assert np.allclose(shell_shift, -(2 / 5 * G1pd + 9 / 35 * G3pd), atol=1e-9)

spin_orbit = zeta_p * part(l_dot_s, 1, 1) + zeta_d * part(l_dot_s, 2, 2)
H = two_body + operator(spin_orbit, hop)
average = [H.diagonal()[b].mean() for b in (low, up)]
gap = mean_separation - (average[1] - average[0])
H = (H + diags(gap * occ[:, 6:].sum(axis=1))).tocsr()
double_separation = H.diagonal()[double].mean() - H.diagonal()[low].mean()

H_used = H[:used, :used]
J_plus = operator(l_plus + s_plus, hop)[:used, :used]
assert abs(H_used @ J_plus - J_plus @ H_used).max() < 1e-8

# ---------------- explicit sum over final eigenstates ----------------
E_low, V_low = np.linalg.eigh(H[low, low].toarray())
E_up, V_up = np.linalg.eigh(H[up, up].toarray())
dipole = {q: operator(R_pd * (part(C[1, q], 1, 2) + part(C[1, q], 2, 1)), hop)
          for q in (-1, 0, 1)}
line = {q: (V_up.T @ (dipole[q][up, low] @ V_low)) ** 2 for q in dipole}
lines = sum(line.values())
S = lines.sum(axis=0)
S_formula = 0.4 * (10 - n) * R_pd**2
assert np.allclose(S, S_formula, atol=1e-10)

levels = np.split(np.arange(len(E_low)), np.nonzero(np.diff(E_low) > 1e-6)[0] + 1)
assert len(levels) == 34
S_z = line[0].sum(axis=0)
for level in levels:                                       # isotropy after averaging over M
    assert abs(S_z[level].mean() - S_formula / 3) < 1e-9
z_operator = (dipole[0][up, low].T @ dipole[0][up, low]).toarray()
z_values = np.linalg.eigvalsh(z_operator)
assert z_values[-1] - z_values[0] > 0.1

mean_E = (lines * (E_up[:, None] - E_low[None, :])).sum(axis=0) / S
f_total = 2 / 3 * S * mean_E / HARTREE
array_E = mean_E.mean()
assert np.ptp(f_total) > 1e-3                              # f does depend on the level

emission = lines.sum(axis=1)
assert abs(emission.mean() - (n + 1) / 15 * R_pd**2) < 1e-10
assert emission.max() > 2 * emission.mean()
weak_share = np.mean(emission < 0.1 * emission.max())

# ---------------- neglected effects ----------------
# absorption by ions already in 4p5 4d5
S_excited = sum(((dipole[q][double, up] @ V_up) ** 2).sum(axis=0) for q in dipole)
assert np.ptp(S_excited) > 1e-3

# mixing of 4p6 4d4 with 4p4 4d6, in the sector of zero total magnetic number
M_total = occ @ (m_l + m_s)[:16]
candidates = np.r_[np.arange(low.start, low.stop), np.arange(double.start, double.stop)]
sector = candidates[np.abs(M_total[candidates]) < 1e-9]
E_mix, V_mix = np.linalg.eigh(H[sector][:, sector].toarray())
V_mix = V_mix[:, :len(levels)]
double_weight = (V_mix[sector >= double.start] ** 2).sum(axis=0)
assert double_weight.max() < 0.5
S_mix = sum(((dipole[q][up][:, sector] @ V_mix) ** 2).sum(axis=0) for q in dipole)
assert S_mix.mean() < S_formula

# smaller radial integral for 4p1/2
half_projector = part((0.5 * np.eye(N) - l_dot_s) / 1.5, 1, 1)
assert np.allclose(half_projector @ half_projector, half_projector)
assert abs(np.trace(half_projector) - 2) < 1e-12
S_split = 0
for q in (-1, 0, 1):
    changed = R_pd * part(C[1, q], 2, 1) @ (np.eye(N) - radial_deficit * half_projector)
    S_split = S_split + ((operator(changed, hop)[up, low] @ V_low) ** 2).sum(axis=0)

retardation = (2 * pi * BOHR_NM * array_E / HC) ** 2

# ---------------- output ----------------
print("MODEL INPUT, rough regime of Sn10+ (4d^4)")
print(f"F2(dd), F4(dd) = {F2dd:.1f}, {F4dd:.1f} eV")
print(f"F2(pd), F2(pp) = {F2pd:.1f}, {F2pp:.1f} eV")
print(f"G1(pd), G3(pd) = {G1pd:.1f}, {G3pd:.1f} eV")
print(f"spin-orbit zeta_p, zeta_d = {zeta_p:.1f}, {zeta_d:.1f} eV")
print(f"mean separation 4p5 4d5 - 4p6 4d4 = {mean_separation:.1f} eV")
print(f"radial integrals R_pd, R_df = {R_pd:.2f}, {R_df:.2f} a0")
print("STRENGTH PER STATE AT FIXED R_pd")
print(f"angular factor per 4d hole = {angular_factor:.4f}")
for k in range(7):
    print(f"Sn{50 - 36 - k}+ 4d^{k}: holes {10 - k}, S = {strength_by_n[k]:.4f} a0^2")
print("EXPLICIT SUM FOR 4d^4")
print(f"states: lower {len(E_low)}, upper {len(E_up)}; lower levels {len(levels)}")
print(f"energy span of 4d^4 levels = {np.ptp(E_low):.2f} eV")
print(f"S smallest, largest = {S.min():.6f}, {S.max():.6f} a0^2")
print(f"S spread over states = {np.ptp(S):.1e} a0^2")
print(f"S converted = {S.mean() * BOHR_NM**2:.5f} nm^2")
print(f"one polarization, min and max = {z_values[0]:.4f}, {z_values[-1]:.4f} a0^2")
print(f"one polarization, mean over M = {S_z.mean():.4f} a0^2")
print(f"mean excitation energy, min and max = {mean_E.min():.2f}, {mean_E.max():.2f} eV")
print(f"average over states = {array_E:.2f} eV")
print(f"same as wavelength = {HC / array_E:.2f} nm")
print(f"total f, min and max = {f_total.min():.3f}, {f_total.max():.3f}")
print("EMISSION FROM 4p5 4d5 STATES")
print(f"strength mean = {emission.mean():.4f} a0^2")
print(f"strength min, max = {emission.min():.1e}, {emission.max():.4f} a0^2")
print(f"share of states below a tenth of max = {100 * weak_share:.1f} %")
print("NEGLECTED EFFECTS")
print(f"mean separation 4p4 4d6 - 4p6 4d4 = {double_separation:.1f} eV")
print(f"4p4 4d6 weight, min and max = {100 * double_weight.min():.2f}, "
      f"{100 * double_weight.max():.2f} %")
print(f"S with this mixing, min and max = {S_mix.min():.4f}, {S_mix.max():.4f} a0^2")
print(f"mean change of S by mixing = {100 * (S_mix.mean() / S_formula - 1):.1f} %")
print(f"assumed deficit of R for 4p1/2 = {100 * radial_deficit:.1f} %")
print(f"S with deficit, min and max = {S_split.min():.4f}, {S_split.max():.4f} a0^2")
print(f"4d-to-4f strength = {strength_df:.4f} a0^2")
print(f"retardation measure (k a0)^2 = {retardation:.1e}")
print(f"absorption from 4p5 4d5, min and max = {S_excited.min():.4f}, "
      f"{S_excited.max():.4f} a0^2")
print("checks complete")
```

It prints:

```
MODEL INPUT, rough regime of Sn10+ (4d^4)
F2(dd), F4(dd) = 12.0, 8.0 eV
F2(pd), F2(pp) = 13.0, 13.0 eV
G1(pd), G3(pd) = 16.0, 10.0 eV
spin-orbit zeta_p, zeta_d = 6.0, 0.6 eV
mean separation 4p5 4d5 - 4p6 4d4 = 80.0 eV
radial integrals R_pd, R_df = 1.00, 0.90 a0
STRENGTH PER STATE AT FIXED R_pd
angular factor per 4d hole = 0.4000
Sn14+ 4d^0: holes 10, S = 4.0000 a0^2
Sn13+ 4d^1: holes 9, S = 3.6000 a0^2
Sn12+ 4d^2: holes 8, S = 3.2000 a0^2
Sn11+ 4d^3: holes 7, S = 2.8000 a0^2
Sn10+ 4d^4: holes 6, S = 2.4000 a0^2
Sn9+ 4d^5: holes 5, S = 2.0000 a0^2
Sn8+ 4d^6: holes 4, S = 1.6000 a0^2
EXPLICIT SUM FOR 4d^4
states: lower 210, upper 1512; lower levels 34
energy span of 4d^4 levels = 18.23 eV
S smallest, largest = 2.400000, 2.400000 a0^2
S spread over states = 1.2e-14 a0^2
S converted = 0.00672 nm^2
one polarization, min and max = 0.4000, 1.3333 a0^2
one polarization, mean over M = 0.8000 a0^2
mean excitation energy, min and max = 85.39, 92.91 eV
average over states = 89.58 eV
same as wavelength = 13.84 nm
total f, min and max = 5.021, 5.463
EMISSION FROM 4p5 4d5 STATES
strength mean = 0.3333 a0^2
strength min, max = 1.8e-26, 1.6051 a0^2
share of states below a tenth of max = 48.9 %
NEGLECTED EFFECTS
mean separation 4p4 4d6 - 4p6 4d4 = 161.3 eV
4p4 4d6 weight, min and max = 0.39, 1.01 %
S with this mixing, min and max = 1.9729, 2.2184 a0^2
mean change of S by mixing = -12.0 %
assumed deficit of R for 4p1/2 = 3.0 %
S with deficit, min and max = 2.3357, 2.3834 a0^2
4d-to-4f strength = 1.9440 a0^2
retardation measure (k a0)^2 = 5.8e-04
absorption from 4p5 4d5, min and max = 1.3333, 2.9384 a0^2
checks complete
```
